# Defect Formation Free Energies and Entropies at Constant Volume and Pressure

A point defect changes the equilibrium volume of a crystal by an amount $V_{\rm rel}$ that does not grow with the crystal. If the crystal has volume $V_0$, letting it relax from fixed volume to fixed pressure therefore strains it by $\varepsilon=V_{\rm rel}/V_0$, which is inversely proportional to its size. Any extensive quantity then changes by $V_0$ times a function of $\varepsilon$. For the thermodynamic potential that is minimal at equilibrium, this function starts at order $\varepsilon^2$, and its scale is a modulus, the bulk modulus $B$. The change is of order $V_0B\varepsilon^2=BV_{\rm rel}^2/V_0$ and vanishes for a large crystal. The entropy is not stationary with respect to volume, so its change starts at order $\varepsilon$. Its scale must be an entropy per volume, equivalently a pressure per temperature, and the thermal expansion coefficient $\alpha$ and $B$ supply one: $\alpha B$. The change is of order $V_0\,\alpha B\,\varepsilon=\alpha BV_{\rm rel}$, in which the size has cancelled. Thermodynamics must supply the numerical factors and signs.

Take a periodic cell of a cubic crystal with $M$ lattice sites, and let the defect occupy a fixed site, so that the configurational entropy of choosing the site is left out. At temperature $T$ and pressure $P$ the perfect cell has volume $V_0=Mv$. Subscripts $0$ and $d$ denote the perfect and the defective cell, $F$ is the Helmholtz energy, and $G=F+PV$ is the Gibbs energy. The coefficients of the perfect crystal are

$$
B=-V\left(\frac{\partial P}{\partial V}\right)_T,\qquad
\alpha=\frac1V\left(\frac{\partial V}{\partial T}\right)_P ,
$$

so $\alpha$ is volumetric, three times the linear coefficient.

Making the defect changes the number of atoms of species $i$ by $n_i$. A vacancy has $n=-1$ for the host species; a substitutional impurity X has $n_{\rm host}=-1$ and $n_{\rm X}=+1$. The atoms are exchanged with reservoirs at $(P,T)$, with chemical potentials $\mu_i$ and entropies per atom $s_i=-(\partial\mu_i/\partial T)_P$. The two formation free energies are

$$
G_f^P=G_d(P,T)-G_0(P,T)-\sum_i n_i\mu_i ,
$$

$$
F_f^V=F_d(V_0,T)-F_0(V_0,T)-\sum_i n_i\mu_i .
$$

The reservoirs are the same in both. The formation entropies are the corresponding differences of entropy,

$$
S_f^P=S_d(P,T)-S_0-\sum_i n_is_i,\qquad
S_f^V=S_d(V_0,T)-S_0-\sum_i n_is_i ,
$$

where $S_0$ is the same number in both, since the perfect cell at pressure $P$ has volume $V_0$. The relaxation volume compares cells with equal numbers of sites:

$$
V_{\rm rel}=V_d(P,T)-V_0 .
$$

The dilute limit needs an assumption about how a localized defect enters the free energy of a large cell. For a stable crystal and a defect that is neutral or screened by mobile carriers, it adds a contribution that depends on the state of the surrounding crystal but not on its size:

$$
F_d(V,T)=F_0(V,T)+\phi(v,T)+O(1/M),\qquad v=V/M. \tag{1}
$$

The correction is taken to be smooth in $v$ and $T$. It includes the elastic interaction between periodic images, which falls as the inverse cube of their distance and hence as $1/M$. A charged defect in an insulator or undoped semiconductor adds an interaction proportional to the inverse distance, or $M^{-1/3}$; the dielectric constant reduces its size but not its range, so such a defect violates (1).

Equation (1) fixes the size of $V_{\rm rel}$. Since $\partial v/\partial V=1/M$, the pressure of the defective cell is

$$
P_d(V)=-\frac{\partial F_d}{\partial V}=P_0(V)-\frac1M\frac{\partial\phi}{\partial v}+O(M^{-2}).
$$

At the relaxed volume $V_0+V_{\rm rel}$ this must equal $P$. To first order in the small strain, $P_0(V_0+V_{\rm rel})=P-BV_{\rm rel}/V_0$. The two terms beyond $P$ must cancel, so $BV_{\rm rel}/V_0=-(1/M)\,\partial\phi/\partial v$, and with $V_0/M=v$

$$
V_{\rm rel}=-\frac vB\frac{\partial\phi}{\partial v}+O(1/M). \tag{2}
$$

The relaxation volume is thus independent of cell size at leading order. If the cell is instead held at $V_0$, the same expression for $P_d$ gives the residual pressure

$$
P_d(V_0)-P=\frac{BV_{\rm rel}}{V_0}+O(M^{-2}). \tag{3}
$$

It is positive for a defect that wants to expand its surroundings.

For the free energies, subtract the two definitions. The reservoir terms cancel, and $G_0=F_0(V_0,T)+PV_0$, which leaves

$$
F_f^V-G_f^P=\big[F_d(V_0,T)+PV_0\big]-G_d(P,T).
$$

The Gibbs energy is the minimum over volume of $F_d(V,T)+PV$, reached at $V_d=V_0+V_{\rm rel}$. The bracket is the same function evaluated a distance $-V_{\rm rel}$ from its minimum. In a Taylor expansion about $V_d$ the linear term is therefore zero, and

$$
F_f^V-G_f^P=\frac12\left(\frac{\partial^2F_d}{\partial V^2}\right)_{V_d}V_{\rm rel}^2+O(M^{-2}).
$$

The cubic term is included in the error because the third volume derivative of an extensive function scales as $M^{-2}$. The second derivative of $F_0$ is $-\partial P_0/\partial V=B/V_0$, of order $1/M$, while $\phi$ adds $M^{-2}\,\partial^2\phi/\partial v^2$. Moving the point of evaluation from $V_d$ to $V_0$ also costs only order $M^{-2}$. Hence

$$
F_f^V-G_f^P=\frac{BV_{\rm rel}^2}{2V_0}+O(M^{-2})\;\longrightarrow\;0 . \tag{4}
$$

This is the elastic energy stored by refusing the cell its relaxation. It is positive for either sign of $V_{\rm rel}$. The agreement holds at a common state $(V_0,T)$ with common chemical potentials.

For the entropies, the reservoir terms and $S_0$ again cancel:

$$
S_f^P-S_f^V=S_d(V_0+V_{\rm rel},T)-S_d(V_0,T)
=\int_{V_0}^{V_0+V_{\rm rel}}\left(\frac{\partial S_d}{\partial V}\right)_T dV .
$$

From $dF=-S\,dT-P\,dV$, equality of the mixed second derivatives gives $(\partial S/\partial V)_T=(\partial P/\partial T)_V$. Along a line of constant volume, $0=dV=\alpha V\,dT-(V/B)\,dP$, so for the perfect crystal

$$
\left(\frac{\partial S_0}{\partial V}\right)_T=\left(\frac{\partial P_0}{\partial T}\right)_V=\alpha B .
$$

The defect changes this derivative by order $1/M$, because its own entropy $-\partial\phi/\partial T$ depends on volume through $V/M$. Over the finite interval $V_{\rm rel}$ the integrand also varies only by order $1/M$. The integral is therefore

$$
S_f^P-S_f^V=\alpha BV_{\rm rel}+O(1/M). \tag{5}
$$

A strain of order $1/M$ acts on of order $M$ sites, each of which gains or loses a little entropy, and the sum stays finite. For positive $\alpha$, a defect that expands the crystal has the larger formation entropy at constant pressure. The difference vanishes at leading order if $V_{\rm rel}=0$ or $\alpha=0$, and it fades as $T\to0$, where the third law requires $\alpha\to0$.

It may seem contradictory that two free energies agree at every temperature while their entropies, which are temperature derivatives, do not. The derivatives are taken along different paths. In the dilute limit both free energies equal $\phi(v,T)-\sum_i n_i\mu_i$. Holding the cell volume fixed while the reservoirs stay at pressure $P$ gives

$$
S_f^V=-\left(\frac{\partial\phi}{\partial T}\right)_v-\sum_i n_is_i .
$$

Along the isobar, $v$ itself changes at the rate $\alpha v$, so

$$
S_f^P=-\left(\frac{\partial\phi}{\partial T}\right)_v-\alpha v\left(\frac{\partial\phi}{\partial v}\right)_T-\sum_i n_is_i
=S_f^V+\alpha BV_{\rm rel},
$$

where (2) was used in the form $-v\,\partial\phi/\partial v=BV_{\rm rel}$. The volume dependence of one common free energy produces the whole difference.

Energies inherit the entropy difference. With $H_f^P=G_f^P+TS_f^P$ and $E_f^V=F_f^V+TS_f^V$, equations (4) and (5) give

$$
H_f^P-E_f^V=T\alpha BV_{\rm rel}+O(1/M). \tag{6}
$$

The two large differences compensate in the free energy, so enthalpy and entropy must come from the same route. For non-interacting defects the equilibrium concentration is proportional to $\exp(-G_f^P/k_BT)=\exp(S_f^P/k_B)\exp(-H_f^P/k_BT)$. Combining $H_f^P$ with $S_f^V$ multiplies it by the spurious factor $\exp(-\alpha BV_{\rm rel}/k_B)$.

A model crystal gives these terms a size. It is face-centred cubic, with nearest-neighbour bonds of Morse form,

$$
u(r)=D\left[e^{-2\kappa(r-r_0)}-2e^{-\kappa(r-r_0)}\right],
$$

where $D=0.5$ eV, $\kappa=1.5$ Å$^{-1}$ and $r_0=2.8$ Å. An impurity has the same $D$ and $\kappa$ but prefers bonds of $3.0$ Å. Every atom has mass 60 u, and $T=600$ K. At each of seven volumes the atoms are moved to the minimum of the static energy $E$, and the matrix of force constants is diagonalized to give the frequencies $\omega_j$. The quasiharmonic free energy is

$$
F=E+\sum_j\left[\frac{\hbar\omega_j}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega_j/k_BT}\right)\right],
$$

where the sum runs over the vibrations of the periodic cell without its three translations. Polynomial interpolation in volume gives $F(V,T)$ and the entropy, and a root search finds each equilibrium volume. Anharmonicity beyond the volume dependence of the frequencies is left out.

For the impurity at $P=0$ the reservoir of X is chosen to have the same $\mu$ and $s$ as the host, so the exchange terms cancel. The absolute formation values depend on this choice; the differences between the routes do not. The perfect cell of 256 sites has $v=15.895$ Å$^3$, $B=107.4$ GPa and $\alpha=4.04\times10^{-5}$ K$^{-1}$, so that $\alpha B=0.3146\,k_B$ Å$^{-3}$. The relaxed defective cell gives $V_{\rm rel}=9.322$ Å$^3$. With $V_0=256\times15.895=4069$ Å$^3$ and 1 GPa Å$^3=6.2415$ meV, equation (4) predicts

$$
\frac{BV_{\rm rel}^2}{2V_0}=\frac{107.4\times9.322^2}{2\times4069}\times6.2415\ \text{meV}=7.16\ \text{meV},
$$

and equation (5) predicts $0.3146\times9.322\,k_B=2.93\,k_B$. The differences found directly from the two cells are set beside the predictions for three cell sizes. Each prediction uses the $\alpha$, $B$, $V_0$ and $V_{\rm rel}$ of its own cell size, which differ slightly from the values at $M=256$:

| $M$ | $F_f^V-G_f^P$ (meV) | from (4) | $S_f^P-S_f^V$ ($k_B$) | from (5) |
|---|---|---|---|---|
| 32 | 57.36 | 56.85 | 2.813 | 2.839 |
| 108 | 16.98 | 16.94 | 2.907 | 2.914 |
| 256 | 7.17 | 7.16 | 2.929 | 2.933 |

The free-energy difference falls by a factor of eight as $M$ grows by a factor of eight, while the entropy difference settles at a finite value. In the largest cell $S_f^V=-2.11\,k_B$ and $S_f^P=0.82\,k_B$, so with this reservoir even the sign of the formation entropy depends on the route. The residual pressure at fixed volume is 0.247 GPa. Inverting (3) gives $0.247\times4069/107.4=9.36$ Å$^3$, in agreement with $V_{\rm rel}$ to within half a percent.

The smallest cell shows what "dilute" requires. Equation (4) is small compared with $k_BT$ when

$$
M\gg\frac{BV_{\rm rel}^2}{2vk_BT}.
$$

Here $k_BT=51.7$ meV, and the right side is $256\times7.16/51.7\approx35$. A cell of 32 sites therefore stores more than $k_BT$ of elastic energy. Closing the gap between the routes is also not the whole of size convergence: $G_f^P$ itself rises from 0.404 eV at $M=32$ to 0.4265 eV at $M=256$, and further to 0.4282 eV at $M=500$.

For the energies at $M=256$, (6) gives $2.933\times51.7\approx152$ meV. The direct difference is 144 meV, lower chiefly because the 7 meV of (4) has not yet vanished. Combining $H_f^P$ with $S_f^V$ would multiply the concentration by $e^{-2.93}=0.053$, an underestimate by a factor of about 19, whereas using $F_f^V$ in place of $G_f^P$ changes it only by $e^{-7.17/51.7}=0.87$ at this size, a factor that tends to 1 as $M$ grows.

A vacancy requires care about which volume is meant. The removed atom goes to a reservoir of the host crystal, with $\mu=f+Pv$, where $f=F_0/M$. Because $(\partial G/\partial P)_T=V$ and $(\partial\mu/\partial P)_T=v$, the formation volume is

$$
V_f=\left(\frac{\partial G_f^P}{\partial P}\right)_T=V_d-V_0+v=V_{\rm rel}+v .
$$

Equation (5) contains $V_{\rm rel}$, because the atom in the reservoir has the same entropy in both routes. A different result appears if the reservoir is clamped as well and $F_f^V=F_d-F_0+\mu$ is differentiated at fixed $v$. The pressure inside $\mu$ then changes with temperature at the rate $\alpha B$, and

$$
-\left(\frac{\partial\mu}{\partial T}\right)_v=s-v\left(\frac{\partial P}{\partial T}\right)_v=s-\alpha Bv .
$$

The slope so obtained is $S_f^V-\alpha Bv$, and its distance from $S_f^P$ is $\alpha B(V_{\rm rel}+v)=\alpha BV_f$. If the reference is $f$ instead of $\mu$, as in the expression $F_d-\frac{M-1}{M}F_0=F_d-F_0+f$, then $-(\partial f/\partial T)_v=s$ and the slope is $S_f^V$ itself. This expression lacks the term $Pv$, so as a free energy it agrees with $G_f^P$ in the dilute limit at zero pressure but not otherwise.

In the same model at 10 GPa and 600 K, the cell of 256 sites has $v=14.733$ Å$^3$ and $\alpha B=0.3159\,k_B$ Å$^{-3}$. The vacancy has $V_{\rm rel}=-2.217$ Å$^3$: the crystal contracts around it, yet its formation volume is $14.733-2.217=12.516$ Å$^3$. The free energies are $G_f^P=3.7741$ eV and $F_f^V=3.7747$ eV. The entropies are $S_f^P=1.4975\,k_B$ and $S_f^V=2.1931\,k_B$; their difference, $-0.696\,k_B$, agrees with $0.3159\times(-2.217)\,k_B=-0.700\,k_B$ to within one percent. Differentiating at constant volume with $\mu$ as reference gives $-2.46\,k_B$ instead. That lies $3.96\,k_B$ below $S_f^P$, close to $\alpha BV_f=0.3159\times12.516\,k_B=3.95\,k_B$. The absolute values belong to this cell and are not converged in size: $S_f^P$ is 1.20, 1.43, 1.50 and $1.52\,k_B$ for $M=32$, 108, 256 and 500, and at $M=500$ $S_f^V=2.22\,k_B$ and $G_f^P=3.7732$ eV. Much of the drift comes from taking the reservoir from the cell itself, whose entropy per atom at $M=256$ lies $0.044\,k_B$ below the bulk value; this shift is common to both routes and cancels in their difference.

If only the volume is held and the cell shape is free to relax, $F$ depends on $V$ and $T$ alone and the derivation above applies to a host of any symmetry. If the constant-volume cell is clamped in shape as well, the scalar form relies on cubic symmetry. A defect of low symmetry in a cubic host may also change the cell shape. Releasing that shear changes the free energy by order $1/M$, for the same reason as in (4), and leaves (5) intact at leading order, because heating a clamped cubic crystal produces an isotropic stress. In a non-cubic host the thermal stress is a tensor. At zero pressure, with $\varepsilon_{ij}$ the strain released and $\sigma_{ij}$ the stress, positive in tension, $\alpha BV_{\rm rel}$ is replaced by $-V_0\sum_{ij}(\partial\sigma_{ij}/\partial T)_{\varepsilon}\,\varepsilon_{ij}$. The expansion itself fails where the host loses stability or changes phase between the two volumes, or where the defect is held in one charge state or structure at one volume and in another at the other, since the free energy is then no longer one smooth function of volume. A defect in thermal equilibrium among several structures still has a smooth $\phi(v,T)$ at finite temperature, and (5) holds for it in the dilute limit with $V_{\rm rel}$ the thermally averaged value.

Numbers in the example were calculated in double precision.
